\section*{Stability and accuracy of a Maxwell–Bloch scheme for a cavity, part 2}

Fields $E$ and $H\equiv cB$ between mirrors at $z=0,L$ drive two-level emitters: density $N$, frequency $\omega_0$, dipole $d=\sqrt2\,x_{12}$, Bloch vector $(u,v,w)$ with ground state $w=-1$, relaxation rates $\gamma_1,\gamma_2$, polarisation $P=Ndu$, no local-field correction. Rydberg atomic units are used ($\hbar=1$, $e^2=2$, $4\pi\varepsilon_0=1$, $c=274.0720$; bohr, Ry). Let $\omega_p^2=8\pi Nd^2\omega_0$, $k=m\pi/L$, $\omega_c=ck$. Continuum modes obey
\begin{equation}
(\omega^2-\omega_c^2)\big[(\omega+i\gamma_2)^2-\omega_0^2\big]=\omega_p^2\omega^2 .
\label{contdisp}
\end{equation}
At resonance without damping,
\begin{equation}
\omega_\pm=\sqrt{\omega_0^2+\omega_p^2/4}\pm\omega_p/2 ,
\label{exact}
\end{equation}
while Tavis--Cummings gives $\omega_0\pm\omega_p/2$. The near-resonant damped splitting is $\sqrt{\omega_p^2-\gamma_2^2}$.

The grid has $\Delta z=L/M$ and $\Delta t=2h$, with $E^n$ at integer steps and $H,u,v,w$ at half-integer steps, started by one half-length step. Bars denote means over a step. Let $S=c\Delta t/\Delta z$, $p=\omega_p\Delta t/2$, $q=\omega_0\Delta t/2$, $s=S\sin(m\pi/2M)$, $\kappa=S^2\cos^2(\pi/2M)+p^2$. The energy
\[W^{n+1/2}=\Delta z\Big[\frac{\langle E^n,E^{n+1}\rangle+\|H^{n+1/2}\|^2}{8\pi}+\frac{N\omega_0}{2}\sum_j\big(1+w_j^{n+1/2}\big)\Big]\]
(grid sums and norms) obeys
\begin{equation}
W^{n+1/2}-W^{n-1/2}=\Delta t\Delta z\sum_j\big[\gamma_2NdE_j^n\bar u_j-\tfrac12N\omega_0\gamma_1(1+\bar w_j)\big].
\label{discbal}
\end{equation}
The naive energy uses $(E^{n+1})^2$ instead of $E^nE^{n+1}$. Without damping, with $Y^2=2\pi N\omega_0\|v\|^2$,
\begin{equation}
8\pi W/\Delta z\ge\|\bar E\|^2+(1-\kappa)(\|H\|^2+Y^2).
\label{bound}
\end{equation}

Linear modes vary as $\lambda^{t/\Delta t}$, $\lambda=e^{-i\theta}$. With $a=(2/\Delta t)\sin(\theta/2)$, $C=\cos(\theta/2)$, $K=(2/\Delta z)\sin(m\pi/2M)$ and $D=(\omega_0^2+\gamma_2^2)C^2-a^2-2i\gamma_2aC$,
\begin{equation}
\Phi=(c^2K^2-a^2)D-\omega_p^2a^2=0 .
\label{Phi}
\end{equation}
For $\gamma_2=0$ and $x=\sin^2(\theta/2)$,
\begin{equation}
f(x)=(x-s^2)\big[(1+q^2)x-q^2\big]-p^2x=0 .
\label{fx}
\end{equation}
These undamped modes are stable for $s^2+p^2<1$ and unstable for $s^2+p^2>1$, where $|\lambda|=(\sqrt x+\sqrt{x-1})^2$. The threshold is $S^*=\big[\cos^2(\pi/2M)+(\omega_p\Delta z/2c)^2\big]^{-1/2}$.

\paragraph{Linear damped case.} Since $a^2=(2-\lambda-\lambda^{-1})/\Delta t^2$, $C^2=(2+\lambda+\lambda^{-1})/4$ and $aC=i(\lambda-\lambda^{-1})/2\Delta t$, the function $\lambda^2\Phi$ is a real quartic. Its coefficients of $\lambda^4$ and $\lambda^0$ are $[(1\pm h\gamma_2)^2+q^2]/\Delta t^4$, positive and independent of $p$, so the roots are continuous in $p$. On the unit circle $a$ and $C$ are real, and $\operatorname{Im}\Phi=0$ requires $a=0$, $a^2=c^2K^2$ or $C=0$. These give $\Phi=c^2K^2(\omega_0^2+\gamma_2^2)\neq0$, $\Phi=-\omega_p^2a^2\neq0$, and $\Phi=(2/\Delta t)^4(1-s^2-p^2)$. No root touches the circle for $0<p^2<1-s^2$. At $p=0$ the matter roots $(1+h\mu)/(1-h\mu)$, $\mu=-\gamma_2\pm i\omega_0$, are inside. For small $p$ the cavity root with $0<\theta<\pi$ has $a^2\approx c^2K^2(1-\omega_p^2/D)$. As $\operatorname{Im}D<0$, $\operatorname{Im}a^2<0$, and as $da^2/d\theta=2\sin\theta/\Delta t^2>0$, $\operatorname{Im}\theta<0$ and $|\lambda|=e^{\operatorname{Im}\theta}<1$; its conjugate follows. By continuity all roots stay inside for $s^2+p^2<1$. Beyond that the quartic is negative at $\lambda=-1$ and positive as $\lambda\to-\infty$, so a root $\lambda<-1$ exists. The threshold is unchanged. Nonlinear stability with damping is not proved here, because \eqref{discbal} has an indefinite term.

\subsection{Error of the splitting}

Let $y_\pm=\sqrt{x_\pm}$ and $\tilde q=q/\sqrt{1+q^2}$. Expanding \eqref{fx}, $x_++x_-=s^2+\tilde q^2+p^2/(1+q^2)$ and $y_+y_-=s\tilde q$, so
\begin{equation}
(y_+\mp y_-)^2=(s\mp\tilde q)^2+p^2/(1+q^2).
\label{ypm}
\end{equation}
At resonance $q=Sk\Delta z/2$, so $s\approx q[1-(k\Delta z)^2/24]$ and $\tilde q\approx q[1-S^2(k\Delta z)^2/8]$. The grid detunes cavity and emitter by
\begin{equation}
s-\tilde q\approx q(k\Delta z)^2(3S^2-1)/24,
\end{equation}
which vanishes to leading order at $S=1/\sqrt3=0.5774$. With $\omega_\pm=(2/\Delta t)\arcsin y_\pm$ and $\arcsin y=y+y^3/6+\dots$,
\begin{equation}
\omega_+-\omega_-=\frac{2}{\Delta t}(y_+-y_-)\Big[1+\frac{y_+^2+y_+y_-+y_-^2}{6}\Big].
\end{equation}
For $|s-\tilde q|\ll p$, \eqref{ypm} gives $y_+-y_-\approx p[1-q^2/2+(s-\tilde q)^2/2p^2]$, and $y_+^2+y_+y_-+y_-^2\approx3q^2+p^2$. The terms $\mp q^2/2$ cancel:
\begin{equation}
\frac{\omega_+-\omega_-}{\omega_p}-1\approx\frac{p^2}{6}+\frac{(s-\tilde q)^2}{2p^2},
\label{relerr}
\end{equation}
with remainder $O\big(q^4,\,p^4,\,(s-\tilde q)^4/p^4\big)$. The first term is of second order with the small coefficient $\omega_p^2$, the second of fourth order with a coefficient $\propto1/\omega_p^2$, so weak coupling demands finer grids, unless $S$ is close to $1/\sqrt3$, where the detuning nearly vanishes. For the centre, with $p\ll q$, \eqref{ypm} gives $y_++y_-\approx s+\tilde q+p^2/4q$, and $y_+^2-y_+y_-+y_-^2\approx q^2$. The term $p^2/4q$ is not a grid error: it is the shift $\omega_p^2/8\omega_0$ already present in \eqref{exact}. Measured from the continuum centre, the grid centre is therefore displaced by
\begin{equation}
\tfrac12(\omega_++\omega_-)-\sqrt{\omega_0^2+\omega_p^2/4}\approx-\omega_0\Big[\frac{(k\Delta z)^2}{48}+\frac{q^2}{4}-\frac{q^2}{6}\Big]=-\omega_0\frac{(1+S^2)(k\Delta z)^2}{48}.
\label{centre}
\end{equation}
For $\omega_p\ll\omega_0$ both peaks therefore move down together at second order; at strong coupling their shifts differ and can have opposite signs.

Frequencies are extracted from the projection $\xi_n$ of $E^n$ on $\sin kz$, a sum of two sinusoids. The operator $(A\xi)_n=\xi_{n+\tau}+\xi_{n-\tau}$ multiplies $\cos(\theta n+\varphi)$ by $2\cos\theta\tau$, so $A^2\xi=\sigma A\xi-\rho\,\xi$, where $\sigma$ and $\rho$ are the sum and product of $2\cos\theta_\pm\tau$. A least-squares fit gives $\sigma,\rho$ and hence $\theta_\pm$; the lag is chosen with $\theta\tau\approx\pi/2$, where the cosine is steepest and its inverse unique.

\subsection{Worked example}

The chosen inputs are $\omega_0=0.40$ Ry ($5.4423$ eV) and $x_{12}=1.9$ bohr, so $d^2=2\times3.61=7.22$ and the oscillator strength is $\omega_0x_{12}^2=1.444$. A value above 1 is impossible for a single electron in its ground state, so the emitter must have at least two active electrons, with $x_{12}$ the matrix element of their summed coordinate. The density $N=2\times10^{-5}$ bohr$^{-3}$ ($1.350\times10^{20}$ cm$^{-3}$) is high, to keep runs short. The half-wave cavity has $L=\pi c/\omega_0=2152.556$ bohr ($113.908$ nm). Then $\omega_p^2=8\pi\times2\times10^{-5}\times7.22\times0.4=1.451667\times10^{-3}$ and $\omega_p=0.03810075$ Ry ($0.51839$ eV, $\omega_p/\omega_0=0.09525$), which an evaluation in SI units confirms. Equation \eqref{exact} gives $0.40045339\pm0.01905037$, that is $0.38140301$ and $0.41950376$ Ry, equal to the eigenfrequencies of the $4\times4$ mode matrix. Diagonalising the Tavis--Cummings matrix gives $0.38094963$ and $0.41905037$ Ry. The beat period is $164.91$ time units ($7.978$ fs).

With $M=40$, $S=0.9$: $\Delta z=53.81391$ bohr, $\Delta t=0.176715$, $p=3.366479\times10^{-3}$, $q=3.534292\times10^{-2}$, $s=3.533383\times10^{-2}$, $\tilde q=3.532086\times10^{-2}$.

\paragraph{Stability.} The vacuum threshold $1.000771559$ gives $\cos^2(\pi/80)=0.9984587$, so $\kappa=0.81\times0.9984587+1.13\times10^{-5}=0.808763$. The Jacobian of one full step about the ground state was built numerically and diagonalised. Its eigenvalue phases match the roots of \eqref{fx} for all modes to $5.3\times10^{-15}$ rad. With $(\omega_p\Delta z/2c)^2=(3.7405\times10^{-3})^2=1.399\times10^{-5}$, $S^*=0.9984727^{-1/2}$, or $1.000764547$, and bisection on the spectral radius returns the same nine decimals; $S=1$ is stable here. At $400N$ ($\omega_p=0.76201$ Ry) formula and bisection give $0.997978496$, with and without damping. At $S=1$ the root is $x=1.004055$ and $|\lambda|=(1.002025+0.06368)^2=1.1357$ per step.

\paragraph{Energy.} A start $E=E_0\sin(\pi z/L)$ with $E_0=0.02$ ($7.27\times10^9$ V/m, $2dE_0=0.10748$ Ry) is a numerical stress test, not a regime where two levels describe the atom; it drives $w$ up to $1.0000$. The half-step start gives, to leading order, $E^1=(1-2s^2-2p^2)E^0$, while $H^2$ and the matter term supply $s^2$ and $p^2$ in units of $\|E^0\|^2$. Thus $W=(E_0^2L/16\pi)(1-s^2-p^2)=1.712950\times10^{-2}\times0.998740=1.710792\times10^{-2}$ Ry/bohr$^2$, as computed. Over 5000 steps its relative drift is $4.4\times10^{-16}$, the naive energy swings by a fraction $7.029\times10^{-2}$ of $W$ (estimate $2q=0.0707$), and $W$ exceeds the bound \eqref{bound} by a factor of at least $1.0010$. With $\gamma_1=0.002$, $\gamma_2=0.004$ Ry, $W$ falls to $4.637012\times10^{-3}$, a change of $-1.247091\times10^{-2}$, equal to the decay term $-1.245430\times10^{-2}$ plus the dephasing work $-1.660654\times10^{-5}$; the relative residual of \eqref{discbal} is $2.5\times10^{-14}$. The dephasing work is small and came out negative, but omitting it would spoil the balance at the level of $10^{-3}$ of the initial energy.

\paragraph{Order in time.} For the damped strong-field run at $T=200$, against an eighth-order Runge--Kutta solution of the same spatial discretisation, 1250, 2500 and 5000 steps give errors in $E$ of $4.297\times10^{-4}$, $1.072\times10^{-4}$ and $2.678\times10^{-5}$, orders $2.003$ and $2.001$.

\paragraph{Splitting.} Weak-field runs ($E_0=10^{-8}$) with linear prediction give, in Ry:
\begin{center}
\begin{tabular}{cccc}
$M$ & $\omega_+-\omega_-$ & relative error & error of $\omega_+$\\
20 & 0.038105683 & $1.295\times10^{-4}$ & $-3.668\times10^{-4}$\\
40 & 0.038101114 & $9.551\times10^{-6}$ & $-9.232\times10^{-5}$\\
80 & 0.038100786 & $9.517\times10^{-7}$ & $-2.312\times10^{-5}$
\end{tabular}
\end{center}
For $M=40$ the peaks are $0.38131033$ and $0.41941145$ Ry. There $s-\tilde q=1.297\times10^{-5}$, and \eqref{relerr} gives $1.889\times10^{-6}+7.422\times10^{-6}=9.311\times10^{-6}$; the remainder $2.4\times10^{-7}$ is $0.15\,q^4$. For $M=20$ the terms are $7.555\times10^{-6}$ and $1.177\times10^{-4}$, for $M=80$ they are $4.722\times10^{-7}$ and $4.649\times10^{-7}$. The error of the splitting falls by $13.6$ and $10.0$, neither 4 nor 16, because the two terms cross over near $M=80$. The peak $\omega_+$ converges with orders $1.990$ and $1.998$, and \eqref{centre} predicts $-0.4\times1.81\times(\pi/40)^2/48=-9.30\times10^{-5}$ for the centre at $M=40$, where the mean of the two computed peaks lies $9.25\times10^{-5}$ below $0.40045339$. A Hann-windowed spectrum at the cavity centre over 20000 steps ($T=3534$) has maxima at $0.3813103$ and $0.4194114$ Ry, a splitting of $0.0381011$ Ry. The detuned mode $m=2$ gives $0.3992300$ and $0.8010541$ Ry against the continuum $0.3993971$ and $0.8012076$ Ry, whose product is $\omega_c\omega_0=0.32$.

\paragraph{Damping.} The continuum roots are $0.3815083-0.0019043i$ and $0.4193985-0.0020957i$ Ry. Their splitting $0.0378902$ Ry agrees with $\sqrt{\omega_p^2-\gamma_2^2}$ in all digits shown, better than the near-resonant derivation promises; the correction appears instead in the unequal widths, whose sum is $\gamma_2$. The roots of \eqref{Phi}, which match eigenvalues of the Jacobian, are $0.3814154-0.0019097i$ and $0.4193064-0.0020853i$ Ry. The product of the four $\lambda$ is the ratio of the quartic's end coefficients, $\approx e^{-2\gamma_2\Delta t/(1+q^2)}$, so the widths sum to $0.004/1.001249=0.003995$, as found. For the highest mode $D\approx-a^2$ gives $\operatorname{Im}(1/D)\approx2\gamma_2C/a^3$, and dividing $\operatorname{Im}a^2=-2\gamma_2\omega_p^2C/a$ by $da^2/d\theta=2aC/\Delta t$ yields $\operatorname{Im}\theta\approx-\gamma_2\omega_p^2\Delta t/a^2$. With $a^2\approx4\kappa/\Delta t^2$ this is $-9.9\times10^{-9}$, matching the computed $1-|\lambda|=9.91\times10^{-9}$: grid-scale noise in the field is practically undamped, while the matter-like branch of the same mode decays at a rate close to $\gamma_2$.

At $M=40$ and finer the model error exceeds the grid error; at $M=20$ the two are comparable. A Lorentz local field $E+4\pi P/3$ replaces $\omega_0^2$ by $\omega_0^2-\omega_p^2/3$, a shift of $\omega_p^2/6\omega_0=6.049\times10^{-4}$ Ry. As a detuning it changes the splitting by $(6.049\times10^{-4})^2/2\omega_p^2=1.3\times10^{-4}$ in relative terms, more than ten times the error at $M=40$. Mirror transmission, further levels and saturation, which sets in when $2dE_0$ approaches $\omega_p$ and weakens the coupling through $w$, lie outside \eqref{exact} as well.

\section*{Computed values}
\begin{verbatim}
c = 274.0720 bohr Ry; 1 Ry = 13.60569 eV; time unit = 48.3777 as
field unit = 3.6361e+11 V/m
w0 = 0.4 Ry = 5.4423 eV; x12 = 1.9 bohr; d = 2.68701; d^2 = 7.2200; f = 1.444
N = 2.0e-05 bohr^-3 = 1.350e+20 cm^-3; L = 2152.556 bohr = 113.908 nm
M = 40, S = 0.9, dz = 53.81391 bohr, dt = 0.176715 1/Ry = 8.5490 as
p = 3.366479e-03, q = 3.534292e-02, s(m=1) = 3.533383e-02, q~ = 3.532086e-02
wp = 0.03810075 Ry = 0.51839 eV; wp/w0 = 0.09525; SI route 0.03810075 Ry
continuum w- = 0.38140301, w+ = 0.41950376 Ry; TC 0.38094963, 0.41905037 Ry
beat period 2pi/wp = 164.91 1/Ry = 7.978 fs
neglected local-field shift wp^2/(6 w0) = 6.049e-04 Ry
kappa = 0.808763; max angle mismatch 5.3e-15 rad
vacuum S* = 1.000771559
N=2e-05 wp=0.03810 Ry g2=0: S* = 1.000764547, bisection 1.000764547
N=8e-03 wp=0.76201 Ry g2=0: S* = 0.997978496, bisection 0.997978496
N=8e-03 wp=0.76201 Ry g2=0.004: S* = 0.997978496, bisection 0.997978496
400N, S=1: x = 1.004055, growth per step |lambda| = 1.135730
damping g1 = 0.002, g2 = 0.004 Ry; 1-|lambda| of least damped wave = 9.91e-09
damped continuum w = 0.3815083-0.0019043j, 0.4193985-0.0020957j Ry
damped grid w = 0.3814154-0.0019097j, 0.4193064-0.0020853j Ry
damped splitting 0.0378902 Ry; sqrt(wp^2-g2^2) = 0.0378902 Ry
E0 = 0.02 = 7.27e+09 V/m, 2dE0 = 0.10748 Ry, 5000 steps
lossless W = 1.71079200e-02 Ry/bohr^2, rel drift 4.4e-16, max w = 1.0000
naive energy rel swing 7.029e-02; min W/bound = 1.0010
damped W: 1.710792e-02 -> 4.637012e-03 Ry/bohr^2, balance residual 2.5e-14
dephasing work -1.660654e-05, decay term -1.245430e-02 Ry/bohr^2
T=200, n=1250,2500,5000: E error 4.297e-04, 1.072e-04, 2.678e-05
observed orders 2.003, 2.001
weak E0 = 1e-8; m=2 run 0.3992300, 0.8010541; continuum 0.3993971, 0.8012076 Ry
spectrum (20000 steps, T=3534 1/Ry): 0.3813103, 0.4194114, split 0.0381011 Ry
M=20: w- = 0.38103124, w+ = 0.41913693, split = 0.038105683 Ry
  rel err 1.295e-04; p^2/6 = 7.555e-06, detuning term 1.177e-04; w+ err -3.668e-04 Ry
M=40: w- = 0.38131033, w+ = 0.41941145, split = 0.038101114 Ry
  rel err 9.551e-06; p^2/6 = 1.889e-06, detuning term 7.422e-06; w+ err -9.232e-05 Ry
M=80: w- = 0.38137986, w+ = 0.41948065, split = 0.038100786 Ry
  rel err 9.517e-07; p^2/6 = 4.722e-07, detuning term 4.649e-07; w+ err -2.312e-05 Ry
order of w+: 1.990, 1.998; S for zero detuning 1/sqrt3 = 0.5774
\end{verbatim}
